# Clearing the gap of a dimerised chain with an attached atom

Take a half-infinite chain whose sites all have energy zero and whose couplings, counted from the end, are $t_1,t_2,t_1,\dots$ with $0<t_1<t_2$. An atom with one orbital, also at energy zero, is attached to the end site by a coupling $V$. For which $V$ is the gap free of levels?

Symmetry and dimensions fix much of the answer. Reversing the sign of the atom's amplitude turns $V$ into $-V$ without changing any energy, so only $V^2$ matters. Every coupling joins sites of opposite sublattices. Reversing the amplitudes on one sublattice therefore turns a state of energy $E$ into one of energy $-E$, and levels leave the gap in pairs. The critical $V^2$ is an energy squared built from $t_1$ and $t_2$, hence
$$V_c^2=t_2^2\,f(t_1/t_2).$$
As $t_1\to0$, the end site and the atom form a separate pair with levels $\pm V$, while the remaining pairs have levels $\pm t_2$. The atom's levels reach the others at $V=t_2$, so $f(0)=1$. The proof below gives $f(x)=1-x$.

## Setting and theorem

Cell $n=1,2,\dots$ contains sites with amplitudes $A_n$ and $B_n$, joined by $t_1$. The coupling $t_2$ joins $B_n$ to $A_{n+1}$. The atom has amplitude $c$ and is joined to $A_1$. Orbitals are orthogonal, and each electron moves independently. The equations are
$$Ec=VA_1,\tag{1}$$
$$EA_1=Vc+t_1B_1,\tag{2}$$
$$EA_n=t_2B_{n-1}+t_1B_n\quad(n\ge2),\tag{3}$$
$$EB_n=t_1A_n+t_2A_{n+1}\quad(n\ge1).\tag{4}$$
Write $D=t_2-t_1$. A bound state is a solution with finite norm.

**Theorem.** Let $V>0$.

(a) If $V^2<t_2(t_2-t_1)$, the gap $|E|<D$ contains one pair of bound levels $\pm E$.

(b) If $t_2(t_2-t_1)\le V^2\le t_2(t_2+t_1)$, there is no bound state.

(c) If $V^2>t_2(t_2+t_1)$, there is one pair of bound levels, outside both bands.

(d) If the atom's level is $e$ instead of zero, the gap is empty if and only if $V^2\ge t_2(D+|e|)$.

The gap is thus clear from $V^2=t_2(t_2-t_1)$ upwards, provided that the atom is degenerate with the chain. "Clear" means that no bound level lies in the open gap.

## Lemma 1: bands and decaying waves

*The bands occupy $D\le|E|\le t_1+t_2$. A state of finite norm has $A_n=AL^{n-1}$ and $B_n=BL^{n-1}$ with $|L|<1$.*

**Proof.** For Bloch waves $A_n=Ae^{ikn}$, $B_n=Be^{ikn}$, equations (3) and (4) read
$$EA=(t_1+t_2e^{-ik})B,\qquad EB=(t_1+t_2e^{ik})A.$$
Neither bracket vanishes, because $t_1\ne t_2$, so $A$ and $B$ are both nonzero. Multiplying the equations and dividing by $AB$ gives
$$E^2=t_1^2+t_2^2+2t_1t_2\cos k.$$
The extremes are $(t_2-t_1)^2$ at $k=\pi$ and $(t_2+t_1)^2$ at $k=0$.

For a general solution, (4) gives $A_{n+1}=(EB_n-t_1A_n)/t_2$. Inserting this in (3) for cell $n+1$ gives
$$B_{n+1}=\frac{EA_{n+1}-t_2B_n}{t_1}=-\frac{E}{t_2}A_n+\left(\frac{E^2}{t_1t_2}-\frac{t_2}{t_1}\right)B_n.$$
The matrix taking $(A_n,B_n)$ to $(A_{n+1},B_{n+1})$ has determinant
$$-\frac{t_1}{t_2}\left(\frac{E^2}{t_1t_2}-\frac{t_2}{t_1}\right)+\frac{E^2}{t_2^2}=1.$$
Its eigenvalues are therefore $L$ and $1/L$, and its trace gives
$$L+\frac1L=\frac{E^2-t_1^2-t_2^2}{t_1t_2}.\tag{5}$$
If one eigenvalue is smaller than 1 in modulus, the other is larger, and finite norm removes the growing part. If both have modulus 1, as in the bands and at their edges, no solution decays. $\square$

## Lemma 2: the dangling bond

*Without the atom, the chain has one bound state. It has $E=0$, $B_n=0$ and $A_{n+1}/A_n=-t_1/t_2$.*

**Proof.** Put $c=0$ in (2). At $E=0$ it gives $B_1=0$, and (3) then gives $B_n=0$ for all $n$. Equation (4) gives the stated ratio, whose modulus is below 1.

For $E\ne0$, use the form of Lemma 1. Equation (3) becomes $EA=(t_1+t_2/L)B$, while (2) is $EA=t_1B$. Subtraction gives $t_2B/L=0$, so $B=0$ and then $A=0$. $\square$

The weak last bond leaves the end orbital without a strong partner. The share of the state on the end site is the inverse of $\sum_n(t_1/t_2)^{2(n-1)}$, namely $1-t_1^2/t_2^2$.

## Lemma 3: the decay ratio with the atom attached

*For $V>0$ there is no bound state at $E=0$. At $E\neq0$ a bound state has*
$$L=\frac{t_1t_2}{V^2-t_2^2},\tag{6}$$
*and each such $L$ with $|L|<1$ gives one pair of levels $\pm E$.*

**Proof.** At $E=0$, (1) gives $A_1=0$, and (4) then gives $A_n=0$. Equation (3) gives $B_n=-(t_2/t_1)B_{n-1}$, which grows unless $B_n=0$. Equation (2) then gives $c=0$.

For $E\ne0$, the equations away from the end are
$$EB=(t_1+t_2L)A,\qquad EA=\left(t_1+\frac{t_2}{L}\right)B.\tag{7}$$
Subtracting (2), $EA=Vc+t_1B$, from the second of these gives
$$Vc=\frac{t_2B}{L}.\tag{8}$$
Multiply (8) by $E$. On the left, (1) gives $EVc=V^2A$. On the right, the first of (7) replaces $EB$:
$$V^2A=\frac{t_2}{L}(t_1+t_2L)A=\left(\frac{t_1t_2}{L}+t_2^2\right)A.$$
Here $A\ne0$, since $A=0$ would give $c=0$ by (1) and $B=0$ by (7). Dividing by $A$ gives (6). At $V=t_2$ it would require $t_1t_2/L=0$, so no bound state exists there.

Conversely, take $L$ from (6) with $|L|<1$. Multiplying the two equations (7) requires
$$E^2=(t_1+t_2L)\left(t_1+\frac{t_2}{L}\right).$$
From (6), the brackets are
$$t_1+t_2L=\frac{t_1V^2}{V^2-t_2^2},\qquad t_1+\frac{t_2}{L}=\frac{t_1^2+V^2-t_2^2}{t_1}.$$
Their product, with the signs of numerator and denominator both reversed, is
$$E^2=\frac{V^2(t_2^2-t_1^2-V^2)}{t_2^2-V^2}.\tag{9}$$
The condition $|L|<1$ means $|V^2-t_2^2|>t_1t_2$. On the lower side, $V^2<t_2^2-t_1t_2<t_2^2-t_1^2$, so numerator and denominator are positive. On the upper side both are negative. Thus $E^2>0$ in each case. For either sign of $E$, the choice $A=1$, $B=(t_1+t_2L)/E$, $c=V/E$ satisfies (1) and (7). It also satisfies (8), by (6), and hence (2). $\square$

## Proof of parts (a) to (c)

By Lemma 3, bound states exist when $V^2<t_2(t_2-t_1)$, where $L<0$, or when $V^2>t_2(t_2+t_1)$, where $L>0$. Between these values, ends included, $|L|\ge1$ and there are none. Equation (5) locates the levels:
$$E^2-(t_2-t_1)^2=t_1t_2\frac{(1+L)^2}{L},\qquad E^2-(t_2+t_1)^2=t_1t_2\frac{(1-L)^2}{L}.$$
The first expression is negative for $-1<L<0$, so the lower family is in the gap. The second is positive for $0<L<1$, so the upper family lies outside both bands. $\square$

**Remark 1 (a root to reject).** Equation (9) alone does not reveal the threshold. For $t_2(t_2-t_1)<V^2<t_2^2-t_1^2$ it still returns an energy in the gap, but now $|L|>1$ and the wave grows into the chain. The norm, not the energy equation, decides.

**Remark 2 (approach to the edge).** Let $V^2=t_2D-\delta$ with small $\delta>0$. Then $L=-t_1t_2/(t_1t_2+\delta)$, so $1+L\simeq\delta/(t_1t_2)$. The first expression above gives $D^2-E^2\simeq\delta^2/(t_1t_2)$, and hence, to leading order,
$$D-|E|\simeq\frac{\delta^2}{2Dt_1t_2}.$$
The level meets the edge quadratically, while its decay length diverges as $1/\delta$.

**Remark 3 (weak coupling and its limit).** For small $V$, (9) gives $|E|\simeq V\sqrt{1-t_1^2/t_2^2}$. This is the coupling times the end-site amplitude of the dangling state. Extrapolating it to $|E|=D$ would give
$$V^2=\frac{D^2t_2^2}{t_2^2-t_1^2}=t_2D\,\frac{t_2}{t_1+t_2},$$
which is below the true threshold. Coupling to the band states, absent from this estimate, holds the levels back.

**Remark 4 (a strong last bond).** If $t_1>t_2$, the bare chain has no dangling state, and attaching an atom creates one. At $E=0$ take $A_n=0$, $B_1=-Vc/t_1$ and $B_n=-(t_2/t_1)B_{n-1}$. All four equations hold and the state decays, whatever the value of $V$. A degenerate atom, if coupled strongly enough, clears the gap of a chain with an unpaired end, but at any coupling it spoils that of a chain already paired.

## Proof of part (d): an atom off resonance

Let $g(E)$ be the end-site Green function of the bare chain, $\langle1|(E-H)^{-1}|1\rangle$. It is the amplitude $A_1$ produced by a unit source at the end site, so $g=A_1/(EA_1-t_1B_1)$ for the decaying wave. By (7), the denominator is $t_2B/L$, and
$$g=\frac{AL}{t_2B}=\frac{EL}{t_2(t_1+t_2L)}.$$
At the gap edges $L\to-1$, so $g\to E/(t_2D)$, which is $\pm1/t_2$ at $E=\pm D$. Inside the gap,
$$\frac{dg}{dE}=-\langle1|(E-H)^{-2}|1\rangle<0,$$
because the matrix element is the squared norm of $(E-H)^{-1}|1\rangle$. The dangling state of Lemma 2 gives $g$ its one pole in the gap, at $E=0$. The residue is the positive end-site weight, so $g\to\pm\infty$ as $E\to0^\pm$.

With the atom at $e$, (1) becomes $(E-e)c=VA_1$, while (2) says $A_1=gVc$. Hence $F(E)=E-e-V^2g(E)$ must vanish. No state lies at $E=0$: the $B$ amplitudes would grow unless zero, (2) then gives $c=0$, and the changed (1) gives $A_1=0$.

$F$ increases on each side of the pole. On $0<E<D$ it rises from $-\infty$ to $D-e-V^2/t_2$, and has a root if and only if $V^2<t_2(D-e)$. On $-D<E<0$ it rises from $-D-e+V^2/t_2$ to $+\infty$, and has a root if and only if $V^2<t_2(D+e)$. Both roots are absent exactly when $V^2\ge t_2(D+|e|)$. $\square$

An offset favours the removal of one level and hinders that of the other; the hindered one sets the threshold.

## Example: hydrogen on a silicon dangling bond

Where silicon meets its oxide, a silicon atom lacking a bond can trap charge, and hydrogen can passivate it. In the model, each cell is one silicon atom, $t_1$ joins two hybrids of that atom, and $t_2$ joins hybrids across a bond. Rough values are $t_1=2.45$ eV, $t_2=3.00$ eV, $V=4.0$ eV and a cell length of 0.24 nm.

Then $D=3.00-2.45=0.55$ eV and the gap is 1.10 eV. The threshold is
$$V_c^2=3.00\times0.55=1.65\ \text{eV}^2,\qquad V_c=1.285\ \text{eV}.$$
Hydrogen has $V^2=16.0$ eV², 9.7 times the critical value, and leaves no gap level. The value 16.0 eV² is just below the second threshold, $3.00\times5.45=16.35$ eV², so with these numbers the atom forms no bound level outside the bands either. The margin is too small for a rough $V$ to settle this: a coupling of 4.05 eV would form such a pair.

The bare dangling state has $L=-0.817$ and an amplitude decay length $-0.24/\ln0.817=1.19$ nm. Varying $V$ with the chain fixed gives:

| $V$ (eV) | levels (eV) | $L$ | decay (nm) |
|---|---|---|---|
| 0.50 | ±0.280 | −0.840 | 1.38 |
| 1.00 | ±0.500 | −0.919 | 2.83 |
| 1.20 | ±0.545 | −0.972 | 8.52 |

At $V=1.50$ eV, (9) returns 0.499 eV, but $L=-1.089$. The matrix of a 2000-cell chain has no gap level there, as Remark 1 requires.

Counting gap levels in the same chain puts the threshold at 1.6463 eV², slightly below 1.6500. The finite length explains this. For $N$ cells followed by a final $A$ site, the solution at $E=D$ has $B_n=(-1)^n(N+1-n)$, which vanishes at $n=N+1$ as the far end requires. Extending (3) to $n=1$ with $B_0=N+1$ gives $DA_1=t_2B_0+t_1B_1=DN+t_2$. Comparison with (2) gives $Vc=t_2B_0$, and (1) then yields
$$V^2=\frac{Dt_2B_0}{A_1}=t_2D\,\frac{N+1}{N+t_2/D},$$
which is 1.6463 eV² for $N=2000$.

An empty gap does not mean that the atom is absent from energies nearby. In a 400-cell chain, the share of its spectral weight within 0.5 eV of the gap edges is 0.65 at $V=1.4$ eV and 0.045 at 4.0 eV. The mean squared energy of that spectrum is $\langle a|H^2|a\rangle=V^2$, with $|a\rangle$ the atom's orbital, so stronger coupling spreads the weight farther from midgap.

## Where the condition moves or fails

The following corrections are applied one at a time, with the other parameters held fixed.

**Level offset.** For a rough hydrogen offset of $-2.0$ eV, part (d) gives $V_c=\sqrt{3.00\times2.55}=2.77$ eV. At $V=4.0$ eV the largest tolerated offset is $16.0/3.00-0.55=4.78$ eV. The offset is uncertain. Free-atom Hartree–Fock levels (silicon 3s at $-14.7$ eV and 3p at $-8.2$ eV, hydrogen at $-13.6$ eV) put it near $-3.8$ eV, for which $V_c=3.6$ eV, close to the assumed coupling.

**Overlap.** Let the atom and end orbital overlap by $S>0$ and have matrix element $-V$. In (1) and (2), $V$ is then replaced by $-(V+ES)$, and the level condition is $E=(V+ES)^2g(E)$. The lower edge is the harder one: there the effective coupling is $V-SD$, so $V_c=\sqrt{t_2D}+SD$. For an illustrative $S=0.4$ this is $1.285+0.220=1.505$ eV. Atomic orbitals of silicon and hydrogen at bonding distance have a larger overlap, about 0.6 to 0.7 depending on the orbitals chosen, which gives 1.61 to 1.67 eV. At the upper band edge the effective coupling is $V+S(t_1+t_2)$, which for $V=4.0$ eV and $S=0.4$ is 6.18 eV, far past the second threshold. With overlap, the hydrogen example therefore has one bound level above the upper band.

**Field and temperature.** A field of 5 MV/cm confined to a 0.15 nm bond shifts the atom's level by 0.075 eV and gives $V_c=1.37$ eV. A field that also enters the silicon changes the site energies of the chain, can itself bind levels in the gap, and is not covered by this threshold. At 400 K the thermal energy is 0.034 eV, small beside $D$. It affects occupation, not the levels of this fixed chain.

**Electron repulsion.** A rough net repulsion $U=3$ eV, compared with the bonding splitting $2V$ of an isolated pair, gives $U/(2V)=0.38$ at $V=4.0$ eV but 1.17 at $V_c$. The one-electron threshold is therefore unreliable for a hydrogen atom being pulled away.

**Three back bonds.** A silicon atom at the interface has three back bonds, not one. Consider a tree of such atoms, with coupling $-w$ between hybrids of one atom. The symmetric combination of the three back hybrids has energy $-2w$ and couples to the dangling hybrid with strength $\sqrt3w$. Seen from the end, the tree is a dimerised chain with $t_1=\sqrt3w$ and *unequal* site energies $0$ and $-2w$. Its end Green function obeys
$$g=\frac{1}{E-\dfrac{3w^2}{E+2w-t_2^2g}}.$$
Combinations of back hybrids with zero sum have energy $w$ and obey $E-w-t_2^2g=0$. At $E=w-t_2$ the value $g=-1/t_2$ solves both equations: the inner denominator is $3w$, the fraction is $w$, and $E-w=-t_2$. In the infinite tree these localised states form the valence top, a flat level separated from the continuous band below it; in a finite tree of 727 hybrids it splits according to the length of the branches, and its highest level lies at $-1.593$ eV, against $w-t_2=-1.585$ eV for $w=1.415$ eV. The atom's lower level reaches this energy when $w-t_2=-V^2/t_2$, or
$$V_c^2=t_2(t_2-w),\qquad V_c=2.18\ \text{eV}.$$
With $t_1$ and $t_2$ unchanged, the tree's gap is 1.69 eV, so this figure measures sensitivity to geometry rather than refining a silicon calculation.

**Against the real interface.** The choice of $t_1$ and $t_2$ makes the model gap equal to silicon's rough 1.1 eV, but each model band is only $5.45-0.55=4.90$ eV wide, against roughly 12 eV for silicon's valence band. The couplings are thus effective ones. Among the corrections for which a threshold was calculated above, the level offset and the three back bonds have the largest effect: they move $V_c$ from 1.28 eV to 2.77 and 2.18 eV respectively. The assumed hydrogen coupling exceeds both. The two corrections do not add, as the end of this paragraph shows. As a guide to choosing a passivating atom, the chain condition asks for strong coupling and a small level offset. The second request does not carry over to the tree, whose spectrum is not symmetric about the dangling level. There, with an atom at energy $e>w-t_2$, the lower level reaches the valence top at $V^2=t_2(t_2-w+e)$, so a moderate negative offset makes that level easier to remove. At the $-2.0$ eV assumed for hydrogen, the atom's level lies below the valence top from the start. The function $E-e-V^2g(E)$ is then positive at the valence top and increases up to the pole at $E=0$. No level therefore lies between these energies for any $V$, and the upper level alone sets the threshold. In the reduced chain $g=(E+2w)L/[t_2(t_1+t_2L)]$. At the conduction bottom, $E_c=-w+\sqrt{w^2+D^2}=0.103$ eV, where $L=-1$, this is $(E_c+2w)/(t_2D)=1.78$ eV⁻¹. The upper level leaves the gap at $V^2=(E_c-e)/g(E_c)=1.18$ eV², or $V_c=1.09$ eV, below either correction taken alone. The chain condition applies to an intact bond at an end with one unpaired orbital, and says nothing about how readily the bond forms or how long it survives. The numerical output lists most of the values used here.

## Table of computed values

```
weak coupling t1 = 2.45 eV
strong coupling t2 = 3.00 eV
hydrogen coupling V = 4.00 eV
cell length = 0.24 nm
half gap D = 0.550 eV, full gap = 1.100 eV
outer band edge t1+t2 = 5.450 eV
critical V^2, formula = 1.6500 eV^2
critical V^2, matrix = 1.6463 eV^2
cells in the matrix = 2000
critical V = 1.285 eV
hydrogen V^2 = 16.00 eV^2
V^2 over critical V^2 = 9.70
V^2 for levels outside the bands = 16.35 eV^2
bare end: ratio L = -0.8167
bare end: decay = 1.19 nm
V = 0.50 eV: level +/-0.2802 eV, L = -0.8400, decay 1.38 nm
V = 1.00 eV: level +/-0.4997 eV, L = -0.9188, decay 2.83 nm
V = 1.20 eV: level +/-0.5447 eV, L = -0.9722, decay 8.52 nm
false root at V = 1.50 eV: E = 0.4992 eV, L = -1.0889
gap levels of the matrix at that V = 0
gap levels with hydrogen = 0
hydrogen: ratio L = 1.0500
end Green function at E = D: 0.3341 1/eV
1/t2 = 0.3333 1/eV
atom weight within 0.5 eV of gap edges, V = 1.4 eV: 0.6537
atom weight within 0.5 eV of gap edges, V = 4.0 eV: 0.0448
rough hydrogen level offset = -2.0 eV
critical V with this offset = 2.766 eV
largest offset tolerated at hydrogen V = 4.78 eV
rough overlap S = 0.40
critical V with overlap = 1.505 eV
oxide field = 5.0 MV/cm, bond = 0.15 nm
level shift by the field = 0.075 eV
critical V with the field = 1.369 eV
thermal energy at 400 K = 0.0345 eV
rough net repulsion U = 3.0 eV
U/(2V) with hydrogen = 0.38
U/(2V) at critical V = 1.17
sp3 tree: w = 1.415 eV, hybrids in finite tree = 727
sp3 tree: valence top, formula = -1.585 eV
sp3 tree: valence top, finite tree = -1.593 eV
sp3 tree: conduction bottom = 0.103 eV
sp3 tree: gap = 1.689 eV
sp3 tree: critical V = 2.181 eV
```
